From Indentation Reduced Modulus to the Young Modulus of a Porous Film

**Problem**

A diamond tip is pressed into a porous low-k film and withdrawn. The start of the unloading curve gives a reduced modulus Er = 6 GPa. The film has Poisson ratio ν = 0.25. Diamond has Young modulus Ei = 1141 GPa and Poisson ratio νi = 0.07.

The reduced modulus is defined by S = 2 Er a. Here S = dP/dh is the initial unloading stiffness, P the load, h the depth, and a the radius of the circle whose area equals the contact area.

(a) A pressure p cos kx acts on the flat surface of an elastic half-space. Find how far the surface sinks.

(b) Use this to relate Er to the elastic constants of film and tip.

(c) Show that the modulus found in (b) is the one that appears in S = 2 Er a, for flat and for curved round tips.

(d) Calculate the Young modulus E of the film. How much do the diamond term and the Poisson factor matter?

(e) How far can the result be trusted for a real film on silicon?

Treat film and tip as isotropic, linearly elastic half-spaces with small surface slopes, no friction and no adhesion. In (a) to (d), take the 6 GPa as already freed of any influence of the substrate.

**Solution**

**(a) One pressure wave**

Let z point into the body, and let u and w be the displacements along x and z. Nothing moves along y. With shear modulus G = E/[2(1+ν)] and c = p/(2Gk), try

w = c[2(1−ν) + kz] e^(−kz) cos kx

u = c[−(1−2ν) + kz] e^(−kz) sin kx.

Both vanish at great depth. Their derivatives are

∂u/∂x = ck[−(1−2ν) + kz] e^(−kz) cos kx

∂w/∂z = ck[−(1−2ν) − kz] e^(−kz) cos kx,

so the relative change of volume is

D = ∂u/∂x + ∂w/∂z = −2ck(1−2ν) e^(−kz) cos kx.

Hooke's law reads σij = λD δij + G(∂i uj + ∂j ui), with λ = 2Gν/(1−2ν). Setting its divergence to zero gives G∇²u + (λ+G)∂D/∂x = 0, and the same for w with ∂D/∂z. Since λ + G = G/(1−2ν), equilibrium requires

∇²u + [1/(1−2ν)] ∂D/∂x = 0

∇²w + [1/(1−2ν)] ∂D/∂z = 0.

The function e^(−kz) cos kx has zero Laplacian, while kz e^(−kz) cos kx has Laplacian −2k² e^(−kz) cos kx. The same holds with sines. Therefore

∇²u = −2ck² e^(−kz) sin kx, [1/(1−2ν)] ∂D/∂x = +2ck² e^(−kz) sin kx

∇²w = −2ck² e^(−kz) cos kx, [1/(1−2ν)] ∂D/∂z = +2ck² e^(−kz) cos kx.

Each pair cancels, so the body is in equilibrium.

At z = 0 the shear stress must vanish, because there is no friction. There

∂u/∂z = ck[1 + (1−2ν)] sin kx = 2ck(1−ν) sin kx

∂w/∂x = −2ck(1−ν) sin kx,

and the sum is zero. The normal stress at the surface is

σzz = λD + 2G ∂w/∂z
= −4Gνck cos kx − 2Gck(1−2ν) cos kx
= −2Gck cos kx = −p cos kx.

The minus sign denotes compression, as required. The surface sinks by

w(z=0) = 2c(1−ν) cos kx = [p(1−ν)/(Gk)] cos kx = [2(1−ν²)p/(Ek)] cos kx,

where the last form uses 1/G = 2(1+ν)/E. The factor 1−ν² comes from the condition that nothing moves along y. A thin sheet that is free of stress along y would sink by 2p/(Ek), with no such factor.

**(b) Two bodies in contact**

Film and tip press on each other with equal and opposite pressures. Each surface retreats into its own body, and the two retreats add:

(2p/k)[(1−ν²)/E + (1−νi²)/Ei] cos kx.

The bracket does not depend on k. Call it 1/Er:

1/Er = (1−ν²)/E + (1−νi²)/Ei.

Any pressure distribution is a sum of such waves in all directions along the surface. The pair therefore responds like a single body with compliance 1/Er under a rigid tip. The relation holds in any consistent units, atomic units included.

**(c) The link to the measured stiffness**

Consider first a flat round tip of radius a, with the pressure

p(r) = P/[2πa√(a²−r²)], r < a.

This is what results when a load P, spread evenly over a spherical shell of radius a, is projected onto a plane. The shell carries P/(4πa²) per area, the tilt of its surface adds a factor a/√(a²−r²), and there are two halves.

The projection makes the Fourier transform simple. Equal slices of a sphere's diameter carry equal shell area, so the coordinate X along the wave vector is evenly distributed between −a and a. The transform is P times the average of cos kX, which is P sin(ka)/(ka).

Multiply by the response 2/(Er k) and sum over all wave vectors. The integral over directions gives 2πJ0(kr), where J0(kr) is the average of cos(kr cos φ) over the angle φ. The total surface displacement is

U(r) = [1/(2π)²] ∫ 2πk J0(kr) [2/(Er k)] [P sin(ka)/(ka)] dk
= [P/(πaEr)] ∫ J0(kr) sin(ka)/k dk,

with k running from 0 to ∞. For one angle, set b = r cos φ and use

sin(ka) cos(kb) = ½ sin[k(a+b)] + ½ sin[k(a−b)].

For r < a both a+b and a−b are positive. Since ∫ sin(ks)/k dk = π/2 for every s > 0, each angle contributes π/2, and

U = P/(2aEr), the same at every r < a.

A flat tip requires just this uniform displacement. Hence S = P/U = 2 Er a.

For a curved round tip, let the depth grow by dh and the contact radius by da. The load change dP can be bracketed. The response is symmetric: the work of one pressure on the displacement of a second equals the work of the second on the displacement of the first.

- Compare with a flat tip of radius a+da, pushed in by unit depth. Its load is 2Er(a+da). The real displacement change is dh in the old contact and at most dh in the new ring, where a gap had to close first. Symmetry gives dP ≤ 2Er(a+da)dh.
- Compare with a flat tip of radius a, also pushed in by unit depth. The real displacement change under it is dh, so the work is 2Er a dh. Seen the other way, the real pressure change acts on a displacement of 1 inside a and at most 1 in the ring. The pressure change in the ring is not negative, so dP ≥ 2Er a dh.

As da goes to zero, both bounds give dP/dh = 2 Er a. Elastic unloading follows the same path backwards. The argument uses the gap between tip and surface, not its detailed shape, so it also covers a round impression left by permanent deformation.

A numerical solution with the contact divided into 300 rings, and no pressure shape assumed, gives S/(2Er a) = 0.9994 for a flat tip and 0.9978 for a paraboloid.

**(d) The Young modulus of the film**

Solve the relation in (b) for E:

E = (1−ν²) / [1/Er − (1−νi²)/Ei].

The total compliance is

1/Er = 1/(6 GPa) = 0.166667 GPa⁻¹.

The diamond part is

(1 − 0.07²)/(1141 GPa) = 0.9951/(1141 GPa) = 0.000872 GPa⁻¹.

The film part is the difference, 0.165795 GPa⁻¹. With 1 − 0.25² = 0.9375,

E = 0.9375/(0.165795 GPa⁻¹) = 5.65 GPa,

or 0.0353 eV/Å³.

Diamond supplies 0.52 % of the compliance. Leaving it out gives E = Er(1−ν²) = 5.625 GPa, which is 0.52 % below the full result. Setting E = Er instead gives a value 6.11 % too high. For this soft film the Poisson factor makes most of the correction.

That changes for stiff specimens. Write ci = (1−νi²)/Ei. Differentiating the formula for E at fixed ν and ci gives

dE/E = (dEr/Er) / (1 − ci Er).

Here ci Er = 0.0052, so a relative error in Er passes to E almost unchanged. The denominator would vanish at Er = 1/ci = 1147 GPa, but that needs a specimen much stiffer than the tip. For real specimens the amplification stays moderate: about 1.15 for silicon (160 GPa, ν = 0.22), and 2 for a diamond specimen, where the tip supplies half the compliance.

**(e) What the number means for a real film**

A modulus of several GPa is a reasonable rough value for a porous organosilicate low-k film. The inputs set a first limit on precision. Changing one at a time, with the others held:

- ν = 0.20 gives 5.79 GPa, and ν = 0.30 gives 5.49 GPa.
- Er = 5.9 GPa gives 5.56 GPa, and Er = 6.1 GPa gives 5.75 GPa.

The half-space assumption is more serious. In the field of (a) the normal stress falls off as (1 + kz) e^(−kz). It is still 74 % of its surface value at depth 1/k and drops to 10 % near 4/k. A wave therefore reaches a few times 1/k, and long waves feel the stiff silicon below the film. Let L be the film's surface response on silicon divided by its response as a half-space. It follows from matching displacements and stresses at a bonded interface. Keep the flat-tip pressure of (c) as an approximation, and average the displacement with that pressure as weight. The film compliance is then proportional to ∫ L [sin(ka)/(ka)]² dk. For L = 1 this integral is π/(2a), so the fraction of film compliance lost is

f = (2a/π) ∫ (1−L)[sin(ka)/(ka)]² dk.

Take a 500 nm film with the E found above. Represent silicon by an isotropic solid with rough values of 160 GPa and 0.22. A Berkovich tip, a three-sided pyramid, has contact area 24.49 times the contact depth squared if it is ideally sharp. The contact depth is smaller than the total indentation depth when the surface sinks in around the tip. A real tip is rounded, which matters at small depth: at 10 nm contact depth, a tip radius of 100 nm would raise a to about 45 nm and f to about 7 %. The values below are for the ideal tip and keep the full film thickness under it.

- At 10 nm contact depth, a = 27.9 nm and f = 4.5 %. The apparent Er is 6.28 GPa.
- At 50 nm contact depth, a = 139.6 nm and f = 21.7 %. The apparent Er is 7.65 GPa.

Ring solutions in which the pressure can adjust to the silicon agree with both values of f to within 0.01. In this elastic model, a contact depth of a tenth of the film thickness raises Er by about a quarter. A total depth of a tenth, with the contact depth assumed to be 0.64 to 0.8 of it, raises Er by 16 to 21 %. If the 6 GPa were a raw reading at 50 nm contact depth, the film would be softer than 5.65 GPa by roughly a fifth. The substrate correction would then far exceed the diamond correction.

The pyramid also leaves a contact that is not round. For a flat triangular tip the calculated stiffness is 1.06 times that of a circle of equal area. If calibration of the contact area has not absorbed this factor, Er must be divided by it, and E falls to about 5.3 GPa. The flat triangle is only a stand-in for the real contact. The factor depends on the outline of the contact, and for a purely elastic pyramid contact it is larger than for the flat triangle.

Pores may also collapse under the tip. As an illustration, a uniform density gain of 5 %, with modulus assumed to grow as density squared, would raise the modulus by 10.3 %. The tip would then measure compacted material rather than the original film. Creep, material piled up around the tip, film anisotropy and the finite slope of the pyramid faces are not estimated here. The slope is not small: contact depth over a is 0.36 for the ideal tip, so this omission can amount to several per cent.

Thus 5.65 GPa is the correct conversion of the stated inputs, but its digits should not be read as the accuracy of a film measurement. The Poisson ratio, the contact shape and the substrate can each move the second figure. The numerical output below lists the main values used.

Table of computed values

```
Reduced modulus Er: 6.00 GPa
Film Poisson ratio: 0.25 (no unit)
Diamond Young modulus: 1141 GPa
Diamond Poisson ratio: 0.07 (no unit)
Film factor 1 - nu^2: 0.9375 (no unit)
Diamond factor 1 - nui^2: 0.9951 (no unit)
Total compliance 1/Er: 0.166667 1/GPa
Diamond compliance: 0.000872 1/GPa
Film compliance: 0.165795 1/GPa
Diamond share of compliance: 0.52 %
Film Young modulus E: 5.6546 GPa
Film Young modulus, rounded: 5.65 GPa
Film Young modulus: 0.0353 eV/angstrom^3
Er rebuilt from wave solutions: 6.0000 GPa
E with diamond term ignored: 5.6250 GPa
Error from ignoring diamond: -0.52 %
Error from setting E = Er: 6.11 %
Flat-tip S/(2 Er a), ring solution: 0.9994 (no unit)
Curved-tip S/(2 Er a), ring solution: 0.9978 (no unit)
E if film Poisson ratio is 0.20: 5.790 GPa
E if film Poisson ratio is 0.30: 5.489 GPa
E if Er is 5.9 GPa: 5.560 GPa
E if Er is 6.1 GPa: 5.749 GPa
Film thickness (rough typical): 500 nm
Silicon Young modulus (rough, isotropic): 160 GPa
Silicon Poisson ratio (rough): 0.22 (no unit)
Berkovich area / depth^2: 24.49 (no unit)
Contact radius at 10 nm depth: 27.9 nm
Film compliance lost to substrate at 10 nm: 4.5 %
Apparent Er at 10 nm for this film on Si: 6.28 GPa
Contact radius at 50 nm depth: 139.6 nm
Film compliance lost to substrate at 50 nm: 21.7 %
Apparent Er at 50 nm for this film on Si: 7.65 GPa
Triangle/circle stiffness at equal area: 1.062 (no unit)
E if Er must be divided by that factor: 5.32 GPa
Assumed density gain from pore collapse: 5 %
Modulus gain, assumed square law: 10.3 %
```
